Which charge transfer belongs to a metal–semiconductor interface dipole?

**Question**

I have the electron density of a thin metal–semiconductor contact with vacuum on both sides. The electrostatic potential differs between the two vacuum regions, and I want to explain this step by charge transfer. I therefore tried to count the electrons belonging to the metal layer. When I cut the density halfway between the layers, the metal has gained electrons. When I cut at the density minimum, it has lost them. Weights built from atomic densities give a third number.

If I put these charges into the parallel-plate formula, I get three different steps, one with the wrong sign. Yet the density has only one potential. Which charge is the real one, and what have I done wrong with the others?

**Answer**

None of your three counts has to be wrong. The error is to use a layer charge as if it contained the whole dipole. A count of electrons in an overlapping density needs a rule for sharing the overlap, while the potential step needs no such rule. The charges can be reconciled with the step by keeping the dipole inside each assigned piece.

**The step from the total density**

Take a contact that is periodic in the plane, finite along z, neutral, and free of external fields. Let S be the area of one surface cell. Layer A, the metal side, has its core charge at z = 0; layer B, the semiconductor side, has its own at z = d. The core charges are Z_A and Z_B in units of the elementary charge e. Let n(z) be the number of electrons per cell and per unit length, already integrated over the cell area. The charge per cell and length, in units of e, is

ρ(z) = Z_A δ(z) + Z_B δ(z − d) − n(z),  ∫ρ dz = 0.

The laterally averaged charge density is eρ/S, so Poisson's equation for the averaged potential φ is φ″ = −eρ/(ε₀S). An electron has potential energy U = −eφ, and therefore

U″(z) = K ρ(z),  K = e²/(ε₀S).

The vacuum permittivity appears because ρ contains all the charge, including whatever would be called polarization charge in a dielectric description.

Let Q(z) be the integral of ρ from −∞ to z. With no field in the left vacuum, one integration gives U′ = KQ. Neutrality makes Q vanish on the right as well, so both vacuum regions are flat. A second integration gives the step

ΔU = U(+∞) − U(−∞) = K ∫ Q dz.

Now integrate by parts between −L and L:

∫ Q dz = L Q(L) + L Q(−L) − ∫ zρ dz.

The boundary terms vanish as L grows, because Q falls off exponentially for the densities used here. Hence

ΔU = −K P,  P = ∫ zρ dz.

The dipole moment per cell is eP. Moving the origin by a adds a∫ρ dz = 0 to P, so the step does not depend on the origin. Nothing so far has asked which electron belongs to which layer.

**What a division adds**

Choose weights w_A(z) and w_B(z) with w_A + w_B = 1 everywhere. A sharp cut uses weights 0 and 1; a smooth division shares the density at each point. With z_A = 0 and z_B = d, the charge and internal dipole assigned to layer i are

q_i = Z_i − ∫ w_i n dz,
p_i = −∫ w_i (z − z_i) n dz.

A positive q_A means that A has been assigned fewer electrons than its core charge. To recover P, insert w_A + w_B = 1 into its electronic part and write z = z_i + (z − z_i):

P = Σ Z_i z_i − Σ ∫ w_i z n dz
 = Σ z_i (Z_i − ∫ w_i n dz) − Σ ∫ w_i (z − z_i) n dz
 = Σ (q_i z_i + p_i).

Neutrality gives q_B = −q_A, so P = −q_A d + p_A + p_B and

ΔU = K d q_A − K(p_A + p_B).

The first term is your parallel-plate formula. The second is what it leaves out. The step fixes the sum of the two terms, not each of them.

These expressions place all the core charge of a layer in one plane. If a layer has several atomic planes, Z_i is its total core charge, z_i is a reference plane that you choose, and p_i must also contain the moment of the cores about that plane, the sum of each core charge times its distance z − z_i. The distance d is then part of the convention too. The core term is not small: a core charge of 1 e per cell lying 2 Å from the reference plane contributes 2 Å × K to the step in magnitude, about 36 eV for the cell area used below.

To see the compensation directly, hand some density from B to A by changing w_A to w_A + χ and w_B to w_B − χ. Let m = ∫χn dz be the number of electrons reassigned. Then

δq_A = −m,
δp_A = −∫ χ z n dz,
δp_B = +∫ χ (z − d) n dz.

The integrals containing z cancel in the sum of the dipoles, leaving

δ(p_A + p_B) = −m d = d δq_A.

The change in the step is therefore K d δq_A − K d δq_A = 0. No electron has moved; the same electron density has been described with different labels. The algebra used only w_A + w_B = 1, so it also holds for weights that vary within the plane.

**A density made of overlapping atoms**

A model in which every term can be followed is a sum of spherical atomic densities. Let one atom with N electrons have the density

Nκ³ exp(−κr)/(8π).

This is normalized because ∫4πr² exp(−κr) dr = 8π/κ³. In a periodic layer with one atom per cell, integrating the sum of all atoms over one cell is the same as integrating one atom over the whole plane. At height z the lateral radius R obeys r² = R² + z², hence R dR = r dr. Per electron,

f(z) = (κ³/8π) 2π ∫ r exp(−κr) dr, from r = |z| to ∞
 = (κ/4)(1 + κ|z|) exp(−κ|z|).

The fraction of this profile beyond a distance a on one side follows with u = κz:

s(a) = (1/4) ∫ (1 + u) exp(−u) du, from u = κa to ∞
 = (1/2 + κa/4) exp(−κa).

At a = 0 it is one half, as symmetry requires. Now take

n(z) = (Z_A − t) f_A(z) + (Z_B + t) f_B(z − d).

The number t says how the density was constructed: t electrons have been taken from the function centred on A and put into the one centred on B. Both functions are symmetric about their own planes, so ∫z f_A(z) dz = 0 and ∫z f_B(z − d) dz = d. Thus

P = Z_B d − (Z_B + t)d = −t d,
ΔU = K t d.

For positive t, the B side carries extra negative charge and the electron energy is higher in the vacuum on that side.

I use round parameters that stand for no particular material: S = 10 Å², d = 2.5 Å, Z_A = 1, Z_B = 4, κ_A = 2.5 Å⁻¹, κ_B = 3.5 Å⁻¹ and t = 0.02. The density is prescribed, not self-consistent. Then K = 18.0951 eV/Å and

ΔU = 18.0951 × 0.02 × 2.5 eV = 0.9048 eV.

Integrating the enclosed charge Q(z) numerically, without the dipole formula, gives the same value to the digits shown.

**Your two cuts**

Place a cut at c, between the two layers. The electrons to its left are the A profile without its right-hand tail, plus the tail of B that reaches across:

N_A = (Z_A − t)[1 − s_A(c)] + (Z_B + t) s_B(d − c).

Subtracting this from Z_A gives

q_A = t + (Z_A − t) s_A(c) − (Z_B + t) s_B(d − c).

The last two terms are static overlap. They count tails that cross the chosen plane and are present even if nothing has been transferred.

At the midpoint, c = 1.25 Å, the tail fractions are 0.05629 for A and 0.02006 for B. Hence

q_A = 0.02 + 0.98 × 0.05629 − 4.02 × 0.02006
 = 0.02 + 0.0552 − 0.0806 = −0.0055.

The metal layer seems to have gained electrons. The B tail is the smaller fraction, but it belongs to an atom with about four times as many electrons.

The density minimum lies at c = 0.9824 Å. The fractions there are 0.09556 and 0.00902, and

q_A = 0.02 + 0.98 × 0.09556 − 4.02 × 0.00902
 = 0.02 + 0.0936 − 0.0363 ≈ 0.077.

Now the metal seems to have lost electrons. Both signs come from one density with one step.

The sensitivity follows from dq_A/dc = −n(c): moving the cut to the right adds to A whatever density it sweeps over. Between these two planes, 0.268 Å apart, the charge changes by 0.083 e, a mean of 0.31 e per ångström. The plate formula magnifies this, since Kd = 45.2 eV per unit of q_A. A difference of 0.01 e in the count means 0.45 eV in the charge term.

For the minimum-density cut the charge term is 3.50 eV. Compared with the generating functions, which have no internal dipoles, q_A has risen by 0.0774 − 0.0200 = 0.0574. The reassignment rule then gives

p_A + p_B = 2.5 Å × 0.0574 = 0.1435 Å,
−K(p_A + p_B) = −2.60 eV.

The sum is 0.90 eV. For the midpoint cut the charge term is −0.25 eV and the dipole term +1.15 eV, again adding up to 0.90 eV. The parallel-plate formula gave you several steps because the second term was dropped each time.

**Smooth weights do not remove the choice**

Your third method probably resembles a stockholder division, which shares the density in proportion to reference atoms. With neutral references, and with planar averages in place of the three-dimensional atoms to keep the example simple,

w_A = Z_A f_A / (Z_A f_A + Z_B f_B),

where f_B is taken at z − d. Weights built from the three-dimensional atoms also depend on how the two layers are placed laterally, so their charge can differ somewhat from the one found here. The actual density is n = n₀ + t(f_B − f_A), with n₀ the sum of the neutral atoms. By construction ∫w_A n₀ dz = Z_A, so

q_A = t ∫ w_A f_A dz − t ∫ w_A f_B dz.

Both integrals lie between 0 and 1, so for positive t this charge cannot exceed t. Here it is 0.0175. Part of the electron density removed from f_A lay in a region shared with B, and part of that added to f_B is credited to A. The charge term is 0.79 eV and the internal dipoles supply the remaining 0.11 eV.

If the references are instead (Z_A − t)f_A and (Z_B + t)f_B, the same kind of weight returns q_A = t = 0.02. One might call this the true charge because no dipole term is left. That is a possible convention, but it adds no information about the step: for every division with p_A + p_B = 0, the formula above reduces to q_A = ΔU/(Kd). The charge is then the step expressed in other units, for a stated distance between the plates. With half that distance, the same step would correspond to 0.04 e.

Intermediate charges can be obtained as well. If two sets of weights each add up to one, so does their mixture with shares λ and 1 − λ, and the charges mix in the same proportion. To obtain zero from your two cuts, require

λ(−0.00548) + (1 − λ)(0.07740) = 0,
λ = 0.07740/(0.07740 + 0.00548) = 0.934.

This rule gives A all the density left of the minimum, 93.4% of the density between the two cuts, and none to the right of the midpoint. Both layers are then neutral, and the whole step of 0.90 eV appears as internal dipoles.

**Charge without a step, and a step without charge**

Two cases separate the ideas completely. First set t = 0. The system is now a superposition of neutral spherical atoms, with P = 0 and no step. The midpoint cut nevertheless gives

q_A = 0.05629 − 4 × 0.02006 ≈ −0.024,

and a cut at the minimum of this density gives +0.058. Inserted alone into the plate formula, the first charge would predict −1.08 eV for a contact whose step is zero.

For the reverse case, ask which t makes the midpoint-cut charge vanish. Setting q_A = 0 and collecting the terms in t gives

t[1 − s_A − s_B] = Z_B s_B − Z_A s_A,
t = (4 × 0.02006 − 0.05629)/(1 − 0.05629 − 0.02006) ≈ 0.026.

The cut now reports two neutral halves, but the potential step is 1.17 eV. Neutral halves can have a dipole because charge can be displaced within each half.

**Does subtracting the separate atoms settle it?**

It removes much of the problem here. The difference from neutral atoms is Δn = t(f_B − f_A), and the charge it gives to the left of a cut is

q_A = −∫ Δn dz, from −∞ to c
 = −t s_B(d − c) + t[1 − s_A(c)]
 = t[1 − s_A(c) − s_B(d − c)].

The tails are now multiplied by the small t, not by the full electron numbers. The midpoint gives 0.0185 and the minimum-density plane 0.0179. They differ by about 0.0006 e, compared with 0.083 e for the total density.

Some choice remains. The cut still matters, and so does the reference. Suppose the reference already has t₀ electrons shifted from f_A to f_B. The difference density is then proportional to t − t₀, and the reference itself has a step K t₀ d. The dipole of Δn gives just the change in the step, to which the reference step must be added. Neutral spherical atoms are convenient because their step is zero. If your references are relaxed, separated slabs, their own steps must be included.

**Two ways to lose the agreement**

The weights must cover all the electrons. Suppose you count only the density within 1 Å of each layer plane. In the example this leaves 0.444 electrons per cell unassigned. Adding the charge and dipole terms of these regions, with the origin at A, gives −12.6 eV instead of +0.90 eV. Even that number has no physical meaning: the assigned pieces have a net charge of 0.444 e, so moving the origin by 1 Å changes the result by 18.0951 × 0.444 ≈ 8.0 eV.

The result must also not be carried over to a different quantity. The derivation concerns two vacuum levels outside a finite, neutral contact. A band offset or a Schottky barrier compares energy levels inside the two materials. It needs the difference between the averaged potentials of the two interiors, and the levels of each material relative to its own interior potential. The vacuum step alone supplies neither; it also contains the dipoles of the two outer surfaces. With net charge or an external field, the outer regions are not both flat, and a single step between them is not defined in the way used here.

**When the charge becomes well defined in practice**

For two divisions w and w′, the difference in the charge of A is bounded by

|q_A − q_A′| ≤ ∫ |w_A − w_A′| n dz.

If the integral on the right is small, so that few electrons lie where the weights disagree, their charges must be close. That happens when the layers are well separated and each rule gives nearly all the density around an atom, including most of its tail, to that atom. In the example, with t held at 0.02, I compared the generating functions, the neutral stockholder weights, the midpoint cut and the minimum-density cut. The spread between their largest and smallest q_A is 0.083 e at 2.5 Å, 0.0079 e at 4 Å, 0.00097 e at 6 Å and 0.00012 e at 8 Å. At the shortest distance it is about four times t; at the longest it is 0.6% of t.

For the midpoint cut the reason is visible in s(d/2), which contains exp(−κd/2). Separation does not rescue an arbitrary rule, however. Giving A half of the density everywhere is a complete division that reproduces the step, but it assigns A 2.5 electrons at any distance. Also, t was held fixed to isolate the overlap; the model does not predict how much charge a real contact transfers as it is pulled apart.

For your contact, take the step from the planar-averaged potential or from the dipole of the total charge density, cores included. If your program repeats the cell along z, use a dipole correction. Without one, the periodic potential has a field in the vacuum, and the difference between two vacuum points depends on where they are taken. If you also want a charge, state the division, the cut or reference atoms, and the accompanying internal dipoles. Charges obtained with one fixed rule can be compared between related contacts, but a change in such a charge may still come from altered overlap. With t = 0, the midpoint cut gives q_A = −0.024 at d = 2.5 Å and +0.004 at d = 4 Å, although the step is zero at both distances. A change of sign between two rules is not evidence that electrons have flowed the other way.

The numerical output below lists the charge and dipole terms for the main divisions at d = 2.5 Å and t = 0.02.

Computed values

```
cell area = 10.0 angstrom^2
layer separation d = 2.50 angstrom
core charges A, B = 1.0, 4.0 e
decay constants A, B = 2.5, 3.5 1/angstrom
construction parameter t = 0.0200 electrons per cell
e/(eps0 area) = 18.0951 V/angstrom per e
midpoint plane = 1.2500 angstrom
minimum-density plane = 0.9824 angstrom
midpoint: A tail fraction beyond cut = 0.05629
midpoint: B tail fraction beyond cut = 0.02006
minimum: A tail fraction beyond cut = 0.09556
minimum: B tail fraction beyond cut = 0.00902
step from Poisson integration = 0.9048 eV
step from e t d/(eps0 area) = 0.9048 eV
division: q_A (e) | charge part, dipole part, sum (eV)
generating functions: 0.02000 | 0.9048, 0.0000, 0.9048
neutral stockholder: 0.01750 | 0.7919, 0.1129, 0.9048
midpoint cut: -0.00548 | -0.2480, 1.1528, 0.9048
minimum-density cut: 0.07740 | 3.5015, -2.5967, 0.9048
zero-charge mixture: 0.00000 | 0.0000, 0.9048, 0.9048
difference, midpoint: 0.01847 | 0.8357, 0.0691, 0.9048
difference, minimum: 0.01791 | 0.8101, 0.0946, 0.9048
midpoint-cut share in zero-charge mixture = 0.9339
neutral spheres: Poisson step = 0.0000 eV
neutral spheres, generating functions: q_A = 0.00000 e
neutral spheres, neutral stockholder: q_A = 0.00000 e
neutral spheres, midpoint cut: q_A = -0.02396 e
neutral spheres, minimum-density cut: q_A = 0.05778 e
t for zero midpoint-cut charge = 0.02594 electrons per cell
midpoint-cut q_A at that t = 0.00000 e
Poisson step at that t = 1.1733 eV
incomplete regions: half-width = 1.00 angstrom
incomplete regions: unassigned electrons = 0.4440 per cell
incomplete regions: apparent step, origin at A = -12.5775 eV
spread of four q_A values at d=2.5 angstrom = 0.082884 e
spread of four q_A values at d=4.0 angstrom = 0.007884 e
spread of four q_A values at d=6.0 angstrom = 0.000971 e
spread of four q_A values at d=8.0 angstrom = 0.000122 e
```
